**Peak rate against rate at the mean temperature for a parabolic filament**

For a filament with ends at $T_0=300$ K and peak $T_p=900$ K, the Arrhenius rate at the peak exceeds the rate at the mean temperature $T_m$ by $\exp[E_a\Delta T/(3k_BT_mT_p)]$, where $E_a$ is the barrier, $\Delta T=T_p-T_0$ and $k_B$ is Boltzmann's constant. The program solves the heat equation by finite differences and asserts that the peak, the mean, the rate ratio and the slowest thermal time agree with the formulas. It compares the expansion of the length-averaged rate with quadrature, and checks the sign of the curvature of the Arrhenius function on both sides of $E_a/2k_B$. A boundary-value solver checks the mean temperatures for conductivity proportional to $T$, for side loss and for warm ends, and a tilted periodic potential checks the barrier lowering by the field. The output gives a factor of 39.8 for a 1 eV barrier, and an average rate 11.4 times the rate at the mean temperature. With the peak held at 900 K, the factor falls to 18.7 or 2.81 for the two end conductances tried, and to 10.1 when conductivity proportional to $T$, side loss and the better end contact act together.

## Numerical check

```python
# Result under test: for a filament with T = T0 + dT*(1 - u^2), u = 2x/L,
# the Arrhenius rate at the peak Tp exceeds the rate at the mean temperature Tm by
# exp(Ea*dT/(3*kB*Tm*Tp)), about 40 for T0 = 300 K, Tp = 900 K, Ea = 1 eV.
# Symbols: Ea barrier (eV), kB Boltzmann constant (eV/K), nu attempt frequency (1/s),
# L length, r radius, kappa thermal and sigma electrical conductivity (SI units).
# Material parameters are rough typical values for a hafnium-oxide memory filament.
import numpy as np
from scipy.constants import k as k_joule, e as q_e
from scipy.integrate import quad, simpson, solve_bvp

kB = k_joule / q_e
T0, Tp, Ea, nu = 300.0, 900.0, 1.0, 1e13
L, r, R_shell = 10e-9, 2.5e-9, 10e-9
kappa, kappa_ox, sigma, heat_cap = 5.0, 1.0, 3e5, 2.5e6
hop, charge = 0.3e-9, 2
h_good, h_poor = 1e10, 1e9
dT = Tp - T0


def rate(T, barrier=Ea):
    return nu * np.exp(-barrier / (kB * T))


def underestimate(T_mean, barrier=Ea):
    return rate(Tp, barrier) / rate(T_mean, barrier)


# Closed forms for the parabolic profile
Tm = T0 + 2 * dT / 3
factor = np.exp(Ea * dT / (3 * kB * Tm * Tp))
factor_linear = np.exp(Ea * dT / (3 * kB * Tp**2))
V = np.sqrt(8 * kappa * dT / sigma)
resistance = L / (sigma * np.pi * r**2)
t_thermal = L**2 * heat_cap / (np.pi**2 * kappa)

# Forward solution of the heat equation by finite differences
n = 400
x = np.linspace(-L / 2, L / 2, n + 1)
lap = (2 * np.eye(n - 1) - np.eye(n - 1, k=1) - np.eye(n - 1, k=-1)) * (n / L)**2
rise = np.linalg.solve(kappa * lap, np.full(n - 1, sigma * (V / L)**2))
T_fd = T0 + np.concatenate(([0.0], rise, [0.0]))
mean_fd = simpson(T_fd, x=x) / L
ratio_fd = rate(T_fd.max()) / rate(mean_fd)
assert abs(T_fd.max() - Tp) < 1e-3
assert abs(mean_fd - Tm) < 1e-3
assert abs(ratio_fd / factor - 1) < 1e-4
assert 38 < ratio_fd < 42
slowest = np.linalg.eigvalsh(lap * L**2)[0] / L**2
assert abs(heat_cap / (kappa * slowest) / t_thermal - 1) < 1e-3


# Length-averaged rate relative to the peak rate
def average_exact(barrier):
    def integrand(u):
        T = T0 + dT * (1 - u**2)
        return np.exp(-barrier / kB * (1 / T - 1 / Tp))
    return quad(integrand, 0, 1, epsabs=1e-13, epsrel=1e-11, limit=200)[0]


def average_expansion(barrier):
    beta, eps = barrier * dT / (kB * Tp**2), dT / Tp
    return 0.5 * np.sqrt(np.pi / beta) * (1 - 3 * eps / (4 * beta))


def expansion_error(barrier):
    return abs(average_expansion(barrier) / average_exact(barrier) - 1)


avg = average_exact(Ea)
# the first omitted term is of relative order 1/beta^2, about one percent here
assert expansion_error(Ea) < 0.02
# a fourfold barrier must reduce the error about sixteenfold
assert 12 < expansion_error(4.0) / expansion_error(16.0) < 20
T_inflect = Ea / (2 * kB)


def curvature(T, step=10.0):
    return rate(T + step) - 2 * rate(T) + rate(T - step)


assert curvature(0.95 * T_inflect) > 0 > curvature(1.05 * T_inflect)
assert avg * rate(Tp) > rate(Tm)


# Modified profiles with the peak held at Tp; u runs from the centre to one end
def solved_mean(conductivity, side_loss, end_resistance):
    def equations(u, y, p):
        return np.vstack((-y[1] / conductivity(y[0]),
                          p[0] - side_loss * (y[0] - T0)))

    def boundary(ya, yb, p):
        return np.array([ya[0] - Tp, ya[1],
                         yb[0] - T0 - end_resistance * yb[1]])

    u = np.linspace(0, 1, 101)
    guess = np.vstack((Tp - dT * u**2, 2 * dT * u))
    sol = solve_bvp(equations, boundary, u, guess, p=[2 * dT],
                    tol=1e-7, max_nodes=20000)
    assert sol.success
    fine = np.linspace(0, 1, 2001)
    T = sol.sol(fine)[0]
    assert abs(T.max() - Tp) < 1e-2
    return simpson(T, x=fine), T[-1]


def constant(T):
    return np.ones_like(T)


def electronic(T):
    return T / Tm


# Electronic heat conduction, kappa proportional to T
D = Tp**2 - T0**2
mean_el = 0.5 * (T0 + Tp**2 / np.sqrt(D) * np.arcsin(np.sqrt(D) / Tp))
assert abs(solved_mean(electronic, 0.0, 0.0)[0] - mean_el) < 0.01

# Side loss through a cylindrical oxide shell
healing = np.sqrt(kappa * r**2 * np.log(R_shell / r) / (2 * kappa_ox))
shell_nm = quad(lambda s: 1 / (2 * np.pi * s * kappa_ox), r * 1e9, R_shell * 1e9)[0]
side_loss = (L / 2)**2 / (shell_nm * kappa * np.pi * r**2)
b = L / (2 * healing)
mean_side = T0 + dT * (1 - np.tanh(b) / b) / (1 - 1 / np.cosh(b))
assert abs(solved_mean(constant, side_loss, 0.0)[0] - mean_side) < 0.01


# Finite thermal conductance at the ends
def warm_ends(h):
    c = 4 * kappa / (h * L)
    T_end = (T0 + c * Tp) / (1 + c)
    mean = (T_end + 2 * Tp) / 3
    check_mean, check_end = solved_mean(constant, 0.0, 2 * kappa / (h * L))
    assert abs(check_mean - mean) < 0.01 and abs(check_end - T_end) < 0.01
    return T_end, mean


end_good, mean_good = warm_ends(h_good)
end_poor, mean_poor = warm_ends(h_poor)
mean_all, end_all = solved_mean(electronic, side_loss, 2 * kappa / (h_good * L))

# Barrier lowering by the field, checked on a tilted periodic potential
field = V / L
lowering = charge * field * hop / 2
s = np.linspace(-0.25, 0.75, 200001)
U = Ea / 2 * (1 - np.cos(2 * np.pi * s)) - charge * field * hop * s
tilted_barrier = U[s > 0.25].max() - U[s < 0.25].min()
assert abs((Ea - tilted_barrier) / lowering - 1) < 0.01

print(f"End and peak temperature: {T0:.0f} K, {Tp:.0f} K")
print(f"Barrier: {Ea:.2f} eV; attempt frequency: {nu:.1e} 1/s")
print(f"Boltzmann constant: {kB:.6e} eV/K")
print(f"Filament length and radius: {L*1e9:.1f} nm, {r*1e9:.1f} nm")
print(f"Thermal conductivity, filament: {kappa:.1f} W/(m K)")
print(f"Electrical conductivity: {sigma:.1e} S/m")
print(f"Voltage for the 900 K peak: {V:.4f} V")
print(f"Resistance: {resistance:.0f} ohm")
print(f"Current: {V/resistance*1e6:.1f} uA")
print(f"Mean temperature, formula: {Tm:.2f} K")
print(f"Peak and mean, heat equation: {T_fd.max():.2f} K, {mean_fd:.2f} K")
print(f"Ea/(kB T) at peak: {Ea/(kB*Tp):.4f}")
print(f"Ea/(kB T) at mean temperature: {Ea/(kB*Tm):.4f}")
print(f"Difference of the exponents: {np.log(factor):.4f}")
print(f"Rate at peak: {rate(Tp):.3e} 1/s")
print(f"Rate at mean temperature: {rate(Tm):.3e} 1/s")
print(f"Waiting time at peak: {1e9/rate(Tp):.1f} ns")
print(f"Waiting time at mean temperature: {1e9/rate(Tm):.0f} ns")
print(f"Underestimate of peak rate, formula: {factor:.2f}")
print(f"Underestimate, heat equation: {ratio_fd:.2f}")
print(f"Underestimate, linearized about peak: {factor_linear:.2f}")
print(f"Underestimate for a 1.5 eV barrier: {underestimate(Tm, 1.5):.0f}")
print(f"beta: {Ea*dT/(kB*Tp**2):.3f}; epsilon: {dT/Tp:.4f}")
print(f"Average rate / peak rate, quadrature: {avg:.4f}")
print(f"Average rate / peak rate, expansion: {average_expansion(Ea):.4f}")
print(f"Average rate / rate at mean temperature: {avg*factor:.2f}")
print(f"Arrhenius function convex below: {T_inflect:.0f} K")
print(f"Heat capacity per volume: {heat_cap:.1e} J/(m3 K)")
print(f"Slowest thermal time: {t_thermal*1e12:.2f} ps")
print("Neglected effects, peak held at 900 K:")
print(f"kappa ~ T: mean {mean_el:.1f} K, factor {underestimate(mean_el):.1f}")
print(f"Oxide shell: {kappa_ox:.1f} W/(m K), outer radius {R_shell*1e9:.0f} nm")
print(f"Healing length: {healing*1e9:.2f} nm")
print(f"Side loss: mean {mean_side:.1f} K, factor {underestimate(mean_side):.1f}")
print(f"End conductance {h_good:.0e} W/(m2 K): ends {end_good:.1f} K")
print(f"  mean {mean_good:.1f} K, factor {underestimate(mean_good):.1f}")
print(f"End conductance {h_poor:.0e} W/(m2 K): ends {end_poor:.1f} K")
print(f"  mean {mean_poor:.1f} K, factor {underestimate(mean_poor):.2f}")
print(f"kappa ~ T, side loss, ends {h_good:.0e} W/(m2 K) together:")
print(f"  ends {end_all:.1f} K, mean {mean_all:.1f} K, factor {underestimate(mean_all):.1f}")
print(f"Field in filament: {field*1e-8:.3f} MV/cm")
print(f"Hop length {hop*1e9:.1f} nm, ion charge {charge} e")
print(f"Barrier lowering by field: {lowering:.4f} eV")
print(f"Underestimate with lowered barrier: {underestimate(Tm, Ea-lowering):.1f}")
print("success")
```

It prints:

```
End and peak temperature: 300 K, 900 K
Barrier: 1.00 eV; attempt frequency: 1.0e+13 1/s
Boltzmann constant: 8.617333e-05 eV/K
Filament length and radius: 10.0 nm, 2.5 nm
Thermal conductivity, filament: 5.0 W/(m K)
Electrical conductivity: 3.0e+05 S/m
Voltage for the 900 K peak: 0.2828 V
Resistance: 1698 ohm
Current: 166.6 uA
Mean temperature, formula: 700.00 K
Peak and mean, heat equation: 900.00 K, 700.00 K
Ea/(kB T) at peak: 12.8939
Ea/(kB T) at mean temperature: 16.5779
Difference of the exponents: 3.6840
Rate at peak: 2.513e+07 1/s
Rate at mean temperature: 6.314e+05 1/s
Waiting time at peak: 39.8 ns
Waiting time at mean temperature: 1584 ns
Underestimate of peak rate, formula: 39.80
Underestimate, heat equation: 39.80
Underestimate, linearized about peak: 17.55
Underestimate for a 1.5 eV barrier: 251
beta: 8.596; epsilon: 0.6667
Average rate / peak rate, quadrature: 0.2868
Average rate / peak rate, expansion: 0.2847
Average rate / rate at mean temperature: 11.42
Arrhenius function convex below: 5802 K
Heat capacity per volume: 2.5e+06 J/(m3 K)
Slowest thermal time: 5.07 ps
Neglected effects, peak held at 900 K:
kappa ~ T: mean 737.5 K, factor 17.1
Oxide shell: 1.0 W/(m K), outer radius 10 nm
Healing length: 4.65 nm
Side loss: mean 707.4 K, factor 33.5
End conductance 1e+10 W/(m2 K): ends 400.0 K
  mean 733.3 K, factor 18.7
End conductance 1e+09 W/(m2 K): ends 700.0 K
  mean 833.3 K, factor 2.81
kappa ~ T, side loss, ends 1e+10 W/(m2 K) together:
  ends 401.2 K, mean 763.1 K, factor 10.1
Field in filament: 0.283 MV/cm
Hop length 0.3 nm, ion charge 2 e
Barrier lowering by field: 0.0085 eV
Underestimate with lowered barrier: 38.6
success
```
